# Where in a Rectangular Barrier Does a Trap Carry Most Current?

## The question

An insulating film of thickness \(d\) separates two identical metal electrodes. For an electron the film is a rectangular barrier. It contains one trap at distance \(x\) from the left electrode, with its level at depth \(\phi\) below the barrier top. Electrons enter the trap from the left and leave to the right, in two separate tunnelling events. This is sequential tunnelling.

Let \(e>0\) be the elementary charge and \(I\) the magnitude of the current. The trap holds at most one electron, and one spin state is counted until part (d). The depth \(\phi\) does not depend on \(x\). Define

\[
\kappa=\frac{\sqrt{2m\phi}}{\hbar},
\]

where \(m\) is the electron mass, taken equal in film and electrodes for the derivation in part (a). The trap lies several lengths \(1/\kappa\) from each electrode.

## (a) The tunnelling rate

**Question.** Treat the trap as a short-range well in one dimension. Find the rate at which its electron escapes into an empty electrode at distance \(a\), where the electron has kinetic energy \(E\).

**Answer.** Outside the well the bound state decays on both sides. With \(s\) measured from the trap,

\[
\psi(s)=\sqrt{\kappa}\,e^{-\kappa|s|},\qquad
\int|\psi|^2ds=\kappa\,\frac{2}{2\kappa}=1 .
\]

Let \(y\) be measured from the electrode edge, positive into the electrode, and let \(k=\sqrt{2mE}/\hbar\). The wave arriving at the edge has amplitude \(\sqrt\kappa\,e^{-\kappa a}\). Part of it is reflected and part goes out:

\[
\psi=\sqrt\kappa\,e^{-\kappa a}
\begin{cases}
e^{-\kappa y}+r\,e^{\kappa y}, & y<0,\\
t\,e^{iky}, & y>0.
\end{cases}
\]

Continuity of \(\psi\) and of its slope gives

\[
1+r=t,\qquad -\kappa(1-r)=ikt .
\]

Inserting \(r=t-1\) in the second equation gives \(-\kappa(2-t)=ikt\), so

\[
t=\frac{2\kappa}{\kappa-ik},\qquad |t|^2=\frac{4\kappa^2}{\kappa^2+k^2}.
\]

The trap state is normalized to one electron, so the escape rate is the outgoing probability flux, velocity times density:

\[
\Gamma=\frac{\hbar k}{m}\,\kappa e^{-2\kappa a}\,\frac{4\kappa^2}{\kappa^2+k^2}
=\nu e^{-2\kappa a},\qquad
\nu=\frac{4\hbar\kappa^3k}{m(\kappa^2+k^2)} .
\]

With \(\kappa^2=2m\phi/\hbar^2\) and \(k^2=2mE/\hbar^2\), the attempt rate becomes

\[
\nu=\frac{4\hbar}{m}\,\frac{2m\phi}{\hbar^2}\,\frac{\sqrt{\phi E}}{\phi+E}
=\frac{8\phi\sqrt{\phi E}}{\hbar(\phi+E)} .
\]

It contains no distance, and it is the same for two identical electrodes. The reflected wave returns to the trap with relative amplitude of order \(e^{-2\kappa a}\). Neglecting it requires \(\kappa a\gg1\), which is why the trap must not lie next to an electrode.

By the golden rule, filling and emptying involve the same squared matrix element and the same density of electrode states. A full electrode therefore fills an empty trap at the same rate \(\Gamma\) at which an empty electrode drains a full one.

## (b) The steady current

**Question.** The electrode states at the trap level have occupations \(f_L\) and \(f_R\). Find the steady current in terms of the rates \(\Gamma_L\) and \(\Gamma_R\) to the two electrodes.

**Answer.** Let \(P\) be the probability that the trap is occupied. The left electrode fills the trap at rate \(\Gamma_Lf_L(1-P)\) and receives electrons back at rate \(\Gamma_L(1-f_L)P\). The difference is \(\Gamma_L(f_L-P)\). The right electrode contributes in the same way, so

\[
\frac{dP}{dt}=\Gamma_L(f_L-P)+\Gamma_R(f_R-P).
\]

In the steady state this vanishes:

\[
P=\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\Gamma_L+\Gamma_R}.
\]

The current is the net flow from the left electrode into the trap:

\[
I=e\Gamma_L(f_L-P)
=e\Gamma_L\,\frac{(\Gamma_L+\Gamma_R)f_L-\Gamma_Lf_L-\Gamma_Rf_R}{\Gamma_L+\Gamma_R}
=e\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}\,(f_L-f_R).
\]

If the left states are full and the right states empty, \(f_L-f_R=1\) and

\[
\frac{e}{I}=\frac1{\Gamma_L}+\frac1{\Gamma_R}.
\]

The right side is the mean time to fill the trap plus the mean time to empty it. One electron crosses per cycle, and the slower event sets the pace.

## (c) The best position

**Question.** Take \(f_L=1\), \(f_R=0\) and equal attempt rates \(\nu\). Find the trap position that gives the largest current, show that it is unique, and find how sharp the maximum is.

**Answer.** The two distances are \(x\) and \(d-x\), so

\[
\Gamma_L=\nu e^{-2\kappa x},\qquad \Gamma_R=\nu e^{-2\kappa(d-x)} .
\]

Their product does not depend on the position:

\[
\Gamma_L\Gamma_R=\nu^2e^{-2\kappa d}.
\]

The numerator of \(I\) is thus fixed, and the current is largest where \(\Gamma_L+\Gamma_R\) is smallest. From

\[
\left(\sqrt{\Gamma_L}-\sqrt{\Gamma_R}\right)^2\ge0
\]

it follows that

\[
\Gamma_L+\Gamma_R\ge2\sqrt{\Gamma_L\Gamma_R}=2\nu e^{-\kappa d},
\]

with equality only if \(\Gamma_L=\Gamma_R\). That means \(x=d-x\), or

\[
x=\frac d2,\qquad I_{\max}=\frac{e\nu}{2}\,e^{-\kappa d}.
\]

The midpoint is the single maximum. For the full position dependence, write \(x=d/2+\delta\). Then

\[
\Gamma_L+\Gamma_R=\nu e^{-\kappa d}\left(e^{-2\kappa\delta}+e^{2\kappa\delta}\right)
=2\nu e^{-\kappa d}\cosh(2\kappa\delta),
\]

and therefore

\[
I(x)=\frac{e\nu e^{-\kappa d}}{2\cosh[2\kappa(x-d/2)]} .
\]

Moving the trap toward one electrode speeds up one event and slows the other by the same factor. Since both events are needed, the gain is wasted. For a trap well left of centre, \(\Gamma_R\ll\Gamma_L\) and \(I\approx e\Gamma_R\): the trap is almost always full and waits to be emptied. Well right of centre, \(I\approx e\Gamma_L\) and the trap is almost always empty.

The current falls to half its maximum where \(\cosh(2\kappa\delta)=2\), at \(\delta=\pm\operatorname{arccosh}(2)/(2\kappa)\). The full width at half maximum is

\[
w=\frac{\operatorname{arccosh}2}{\kappa}\approx\frac{1.317}{\kappa}.
\]

It does not depend on \(d\), so in a thicker film the favoured layer is a smaller fraction of the thickness.

This law was tested against the one-dimensional Schrödinger equation for a delta well in a barrier. In units \(\hbar=m=1\) the barrier top was 1.0, the level 0.4 and the thickness 14. The transmission was integrated over the resonance for five trap positions from 5 to 9. The resulting currents agree with the formula within 0.22% of its value. The integration stopped at 300 half-widths from the resonance, which omits a fraction \(2/(300\pi)\approx0.2\%\) of a Lorentzian line and accounts for a deviation of this size.

## (d) Unequal attempt rates and spin

**Question.** How does the best position change if the attempt rates are \(\nu_L\) and \(\nu_R\)? Apply the result to a trap that can take an electron of either spin, but only one at a time.

**Answer.** The product is now \(\nu_L\nu_Re^{-2\kappa d}\), still independent of \(x\). The argument of part (c) again requires equal total rates:

\[
\nu_Le^{-2\kappa x}=\nu_Re^{-2\kappa(d-x)} .
\]

Taking logarithms gives \(\ln(\nu_L/\nu_R)=2\kappa(2x-d)\), so

\[
x=\frac d2+\frac{1}{4\kappa}\ln\frac{\nu_L}{\nu_R}.
\]

The trap does best somewhat farther from the electrode with the larger attempt rate. In the wave calculation, a left electrode with its band bottom lower by 5.0 moves the maximum by \(-0.1119\), and the formula gives the same four digits.

With two spin states, an empty trap can be filled in two ways, each at rate \(\Gamma_L\), while a trapped electron leaves at rate \(\Gamma_R\). The steady state requires \(2\Gamma_L(1-P)=\Gamma_RP\), where \(P\) is the probability of either spin being present. Hence

\[
P=\frac{2\Gamma_L}{2\Gamma_L+\Gamma_R},\qquad
I=e\Gamma_RP=e\,\frac{(2\Gamma_L)\Gamma_R}{2\Gamma_L+\Gamma_R}.
\]

This is the earlier formula with \(\nu_L=2\nu\) and \(\nu_R=\nu\). The maximum moves toward the collecting electrode by

\[
\delta_{\rm spin}=\frac{\ln2}{4\kappa},
\]

and its height becomes \(\tfrac12e\sqrt{2\nu\cdot\nu}\,e^{-\kappa d}=\sqrt2\,I_{\max}\). The midpoint result thus needs equal total rates for filling and emptying. Identical electrodes alone do not guarantee this.

## (e) A thin oxide film

**Question.** Evaluate the one-spin result for \(d=4\) nm, \(\phi=2\) eV, an effective mass of 0.2 electron masses and \(\nu=10^{15}\ \mathrm{s^{-1}}\). Is this attempt rate reasonable for a trap in three dimensions?

**Answer.** These are rough values in the regime of a hafnium dioxide film between metal electrodes. They give

\[
\kappa=3.240\ \mathrm{nm^{-1}},\qquad \kappa d=3.240\times4=12.96,\qquad
e^{-\kappa d}=2.351\times10^{-6}.
\]

At the midpoint both rates are \(10^{15}\times2.351\times10^{-6}=2.351\times10^{9}\ \mathrm{s^{-1}}\). The trap is occupied half the time, and

\[
I_{\max}=\tfrac12(1.602\times10^{-19}\ \mathrm C)(2.351\times10^{9}\ \mathrm{s^{-1}})
=188\ \mathrm{pA},
\]

or 0.565 esu/s in Gaussian units.

At \(x=1\) nm, the filling rate is \(1.533\times10^{12}\ \mathrm{s^{-1}}\) but the emptying rate only \(3.605\times10^{6}\ \mathrm{s^{-1}}\). The current is 0.578 pA, a fraction \(3.07\times10^{-3}\) of the maximum. At \(x=3\) nm the rates are exchanged and the current is the same. The full width at half maximum is \(1.317/3.240=0.406\) nm, about a tenth of the film.

For the attempt rate, part (a) with a rough electrode energy \(E=5\) eV gives \(1.1\times10^{16}\ \mathrm{s^{-1}}\). In three dimensions the trap wave also spreads sideways. For a short-range trap it is

\[
\psi=\sqrt{\frac{\kappa}{2\pi}}\,\frac{e^{-\kappa r}}{r},\qquad
\int_0^\infty4\pi r^2|\psi|^2dr=2\kappa\int_0^\infty e^{-2\kappa r}dr=1 .
\]

Integrate the density over the electrode plane at distance \(a\). With \(\rho\) the distance within the plane, \(r^2=a^2+\rho^2\) and \(\rho\,d\rho=r\,dr\), so

\[
\int_0^\infty|\psi|^2\,2\pi\rho\,d\rho=\kappa\int_a^\infty\frac{e^{-2\kappa r}}{r}\,dr .
\]

In one dimension the corresponding quantity was \(\kappa e^{-2\kappa a}\). If the outgoing velocity and the edge factor \(|t|^2\) are taken as independent of direction, the ratio of the two lowers the midpoint estimate to \(7.9\times10^{14}\ \mathrm{s^{-1}}\). The chosen round value is reasonable for elastic tunnelling, to an order of magnitude, since the estimate uses one mass throughout.

The spreading makes \(\nu\) depend on distance, against the assumption of part (c). Mirror symmetry, \(I(x)=I(d-x)\), then still makes the midpoint stationary, but does not by itself make it a maximum. A numerical search between 0.5 and 3.5 nm with the integral above as the rate finds the maximum at 2.000 nm, with the width reduced to 0.380 nm.

## (f) Bias and temperature

**Question.** A voltage \(V=0.2\) V tilts the barrier. To first order in \(\eta=eV/\phi\), find the shift of the maximum for one spin state, with \(f_L-f_R=1\). Then find the thermal factor at the midpoint at 300 K, if the trap level there lies midway between the two Fermi levels.

**Answer.** The potential energy falls linearly from left to right, and the trap level stays at depth \(\phi\) below the local barrier top. At distance \(u\) from the trap, the barrier above the electron's energy is \(\phi+eVu/d\) on the left and \(\phi-eVu/d\) on the right. Since the decay constant varies as the square root of the barrier height, it is \(\kappa[1\pm\eta u/(2d)]\) to first order. Integration gives the exponents

\[
S_L=\kappa x+\frac{\kappa\eta x^2}{4d},\qquad
S_R=\kappa(d-x)-\frac{\kappa\eta(d-x)^2}{4d},
\]

with rates \(\nu e^{-2S_L}\) and \(\nu e^{-2S_R}\), where \(\nu\) is held fixed and equal on both sides. Dividing numerator and denominator of the current by \(e^{-(S_L+S_R)}\) gives

\[
I=\frac{e\nu\,e^{-(S_L+S_R)}}{2\cosh(S_L-S_R)} .
\]

Put \(x=d/2+\delta\). Then \(x^2-(d-x)^2=2d\delta\) and \(x^2+(d-x)^2=d^2/2+2\delta^2\). The shift \(\delta\) is itself of order \(\eta\), so the term \(\eta\delta^2\) is dropped:

\[
S_L+S_R=\kappa d+\frac{\kappa\eta\delta}{2},\qquad
S_L-S_R=2\kappa\delta+\frac{\kappa\eta d}{8}.
\]

The condition for the maximum is

\[
\frac{d\ln I}{d\delta}=-\frac{\kappa\eta}{2}-2\kappa\tanh(S_L-S_R)=0 .
\]

Hence \(\tanh(S_L-S_R)=-\eta/4\). For small argument this becomes \(2\kappa\delta+\kappa\eta d/8=-\eta/4\), and

\[
\delta_{\rm tilt}=-\frac{eV}{\phi}\left(\frac{d}{16}+\frac1{8\kappa}\right).
\]

The left part of the barrier has become higher and the right part lower, so the balance point moves toward the injecting electrode. Here

\[
\delta_{\rm tilt}=-0.1\,(0.250+0.0386)\ \mathrm{nm}=-0.029\ \mathrm{nm}.
\]

A search with the full square-root dependence of the decay constant, still at fixed \(\nu\), gives the same value. Fixed \(\nu\) is an approximation at this order. In a tilted barrier the attempt rate varies as \(k\) times the decay constant at the electrode edge, so \(\ln(\nu_L/\nu_R)\approx eV/(2\phi)-eV/(2E)\). By part (d) this adds a shift of the same order \(\eta/\kappa\) as the second term above. For \(E=5\) eV and one mass throughout, the total becomes about \(-0.026\) nm. Only the term \(d/16\) is independent of the electrode.

At the midpoint the left Fermi level lies \(eV/2\) above the trap level and the right one \(eV/2\) below it. With \(z=eV/(2k_BT)\),

\[
f_L-f_R=\frac1{1+e^{-z}}-\frac1{1+e^{z}}=\frac{e^z-1}{e^z+1}
=\tanh\frac{eV}{4k_BT}.
\]

For \(k_BT=25.85\) meV this is 0.959, so temperature lowers the elastic midpoint current by about 4%.

The spin shift is \(+0.053\) nm, opposite to the tilt shift. With spin, tilt and temperature treated together, the maximum lies 0.02 nm from the centre on the collector side, and its height is 253 pA. All these shifts are small beside the width of 0.4 nm.

## (g) What a real oxide changes

**Question.** In an oxide, the surrounding ions move when a trap captures an electron. Estimate the effect for a reorganization energy \(\lambda=1\) eV, treating the ions classically. Compare the trap current with direct tunnelling, and judge the model for a real film.

**Answer.** Let \(q\) be a scaled displacement of the ions, and let the energies with empty and filled trap be

\[
U_0=\lambda q^2,\qquad U_1=\varepsilon+\lambda(q-1)^2,
\]

where \(\varepsilon\) is the relaxed trap level. The ions hardly move during a single tunnelling event, although the wait between events is taken as long enough for them to reach thermal equilibrium. The electron must therefore have the energy difference at fixed \(q\):

\[
U_1-U_0=\varepsilon+\lambda-2\lambda q .
\]

For the empty trap, \(q\) has thermal mean 0 and variance \(k_BT/(2\lambda)\). The required energy thus has mean \(\varepsilon+\lambda\) and variance \(4\lambda^2k_BT/(2\lambda)=2\lambda k_BT\). For the filled trap the mean of \(q\) is 1, and the electron leaves at mean energy \(\varepsilon-\lambda\), with the same variance.

At the midpoint the left Fermi level is 0.1 eV above \(\varepsilon\), so the mean energy needed for capture lies 0.9 eV above the Fermi level. The standard deviation is \(\sqrt{2\times1\times0.02585}=0.23\) eV. Capture must wait for a fluctuation of about four standard deviations, and release is hindered in the same way.

Averaging the electrode occupations over these Gaussian distributions, with the tunnelling exponents held at their elastic values, reduces the maximum current from 253 pA to 0.014 pA, a factor \(5.5\times10^{-5}\). With the trap level about midway between the Fermi levels, this averaging slows filling and emptying nearly alike, and the maximum still lies 0.02 nm from the centre. That value depends on the fixed exponents. Capture takes place near the left Fermi level, under a slightly lower barrier, and release near the right one, under a slightly higher barrier. Taking the exponents at these energies moves the maximum to about 0.08 nm on the collector side and leaves its height almost unchanged. A higher level slows filling further while it speeds up emptying, and so moves the maximum toward the injecting electrode. A lower level moves it toward the collecting electrode. Such a shift can be comparable to half the width found in part (e).

Direct tunnelling crosses the whole film at once. Let \(k_\parallel\) be the wave number along the film. With two spins, an energy window \(eV\), and the prefactor of the transmission set to one, the current density is

\[
J=\frac{2e}{h}\,eV\int\frac{d^2k_\parallel}{(2\pi)^2}\,e^{-2d\sqrt{\kappa^2+k_\parallel^2}} .
\]

Substituting \(p=\sqrt{\kappa^2+k_\parallel^2}\), so that \(k_\parallel dk_\parallel=p\,dp\), gives

\[
J=\frac{2e^2V}{h}\,\frac{1}{2\pi}\int_\kappa^\infty p\,e^{-2dp}dp
=\frac{e^2V}{\pi h}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right)e^{-2\kappa d}.
\]

The exponent is twice that of a trap at the midpoint. Numerically \(J=5.7\times10^{-6}\ \mathrm{pA/nm^2}\). A square film with sides of about 5.7 µm would carry as much direct current as the ideal trap. For the relaxed trap the side is only about 50 nm. These lengths are estimates. For a rectangular barrier the omitted prefactor is \(16\phi E/(\phi+E)^2\approx3.3\) at \(E=5\) eV. With it and the thermal spread at 300 K, \(J\) is about \(2.2\times10^{-5}\ \mathrm{pA/nm^2}\) and both lengths are roughly halved, to 2.9 µm and 25 nm.

For a real hafnium dioxide film, the thickness, trap depth and mass used here are plausible rough values. The field, 0.5 MV/cm, is well below a rough breakdown field of 4 MV/cm. Of the assumptions examined here, elastic tunnelling fails most severely. The 188 pA is an ideal elastic value, and with the rough \(\lambda\) used here the current is about four orders of magnitude smaller. That reduction is itself uncertain. The factor \(5.5\times10^{-5}\) becomes about \(9\times10^{-3}\) for \(\lambda=0.5\) eV and \(5\times10^{-6}\) for \(\lambda=1.25\) eV. The ions were also treated classically, although oxide phonon energies exceed \(k_BT\); a single quantum mode of 50 to 90 meV raises the factor two to eight times.

A real film also contains traps of different depths. A slightly shallower trap has larger tunnelling rates and can carry more current than a deeper one. But its level also lies higher. At the bias used here and fixed \(\nu\), the gain over a level midway between the Fermi levels is only 7 to 15%, and it is lost by the time the level reaches about the left Fermi level. The midpoint rule compares positions of one kind of trap, at fixed depth and attempt rate. With strong relaxation it also needs a level about midway between the Fermi levels. The numerical output lists the values used above.

## Computed results

```
WAVE-EQUATION TEST (hbar = m = 1)
barrier top, level, thickness: 1.0, 0.4, 14.0
largest relative error, resonance width: 3.3e-05
largest relative error, current law: 2.2e-03
unequal electrodes, shift from waves: -0.1119
unequal electrodes, shift from formula: -0.1119
EXAMPLE INPUTS (rough values)
thickness: 4.0 nm; trap depth: 2.0 eV; mass: 0.2 m_e
bias: 0.2 V; temperature: 300.0 K; nu: 1.0e+15 1/s
electrode kinetic energy: 5.0 eV
attempt rate, 1D trap model: 1.1e+16 1/s
attempt rate with 3D spreading, midpoint: 7.9e+14 1/s
IDEAL MODEL
kappa: 3.240 1/nm; kappa d: 12.96
exp(-kappa d): 2.351e-06
x = 1.0 nm: rate_L 1.533e+12 1/s, rate_R 3.605e+06 1/s, occupation 0.999998, I 0.5775 pA
x = 2.0 nm: rate_L 2.351e+09 1/s, rate_R 2.351e+09 1/s, occupation 0.500000, I 188.3 pA
x = 3.0 nm: rate_L 3.605e+06 1/s, rate_R 1.533e+12 1/s, occupation 0.000002, I 0.5775 pA
position of maximum: 2.0000 nm
maximum current: 188.3 pA
maximum current, Gaussian: 0.565 esu/s
full width at half maximum: 0.406 nm
I(1 nm off centre)/I_max: 3.07e-03
total level width at midpoint: 3.09 micro-eV
NEGLECTED EFFECTS
kT: 25.85 meV; thermal factor: 0.959
spin shift, computed: +0.0535 nm
spin shift, formula: +0.0535 nm
spin: maximum current / ideal: 1.414
tilt shift, computed: -0.0289 nm
tilt shift, formula: -0.0289 nm
tilt: maximum current / ideal: 1.006
spin+tilt+temperature: shift +0.0215 nm
spin+tilt+temperature: current 253.3 pA
reorganization energy (rough): 1.0 eV
with lattice relaxation too: shift +0.0239 nm
with lattice relaxation too: current 1.39e-02 pA
current reduction by relaxation: 5.5e-05
3D spreading: maximum at 2.0000 nm, full width 0.380 nm
direct tunnelling density: 5.73e-06 pA/nm^2
side where direct = ideal trap current: 5731 nm
side where direct = relaxed trap current: 49 nm
field: 0.50 MV/cm; rough breakdown: 4.0 MV/cm
```
